Half-period biquadratic coupling from the second round trip between magnets, part 2

Two ferromagnets A and B, with an angle θ between their moments, are coupled by the electrons of a nonmagnetic metal spacer of thickness D. The question is how large the cos²θ term of the coupling energy per area is:

E(θ) = E0 + J1 cosθ + J2 cos²θ + higher powers.

J1 > 0 favours antiparallel moments and J2 > 0 favours moments at 90°.

The model has independent electrons of one mass m, flat interfaces, semi-infinite magnets and zero temperature. The magnets differ from the spacer by constant potentials that depend on spin. Energies are measured from the bottom of the spacer band, and the normal motion has wave number k and energy ε = ħ²k²/2m. The chemical potential stays at the Fermi energy E_F, with Fermi wave number k_F.

Magnet A reflects spacer electrons with amplitude r_A↑ (spin along its moment) or r_A↓ (spin opposite), and likewise for B. With

r_A = (r_A↑ + r_A↓)/2,  Δ_A = (r_A↑ − r_A↓)/2,

a = r_A r_B,  b = Δ_AΔ_B,

the reflection matrices R_A and R_B enter through

z = exp(2ikD),  M = R_A R_B,  F = det(1 − zM).

−(1/π) Im ln F gives the angular dependence of the number of levels below ε. The full energy is

E(θ) = −ħ²/(4π²m) Im ∫₀^∞ i k (k_F² − k²) ln F dκ,  k = k_F + iκ,

where

k(k_F² − k²) = −2ik_F²κ + 3k_Fκ² + iκ³.

Expanding ln F in round trips of the electron between the magnets gives, for k_F D ≫ 1,

E(θ) ≈ E_F/(4π²D²) Im Σ_n (tr Mⁿ/n³) exp(2ink_F D).

The nth round trip is the nth harmonic in thickness, and its integrand carries exp(−2nκD). The leading J1 has the period π/k_F and J2 the half period π/(2k_F); their amplitudes have the ratio

|J2|/|J1| = |b|/4.

Stopping at the second round trip requires weak reflection. If both spins are reflected almost completely, the full determinant must be used.

## Canting, corrections and a cobalt/copper-like trilayer

The moments of magnets A and B enclose the angle θ, and E(θ) = E0 + J1 cosθ + J2 cos²θ is the coupling energy per area across a spacer of thickness D. At the Fermi wave number k_F, a is the product of the two spin-averaged reflection amplitudes and b the product of the two half-differences Δ between spin up and spin down. For large D the first half found

J1 ≈ E_F/(2π²D²) Im[b exp(2ik_F D)],

J2 ≈ E_F/(8π²D²) Im[b² exp(4ik_F D)],

a half-period addition E_F/(4π²D²) Im[ab exp(4ik_F D)] to J1, and a third-round-trip correction to J2 of relative size 16|a|/9. The full energy is an integral of the logarithmic determinant along k = k_F + iκ.

An oscillating J2 takes positive values, and positive J2 favours 90°. It is tempting to expect perpendicular moments wherever J1 passes through zero. With the two leading terms alone this does not happen, because the phase of J2 is tied to that of J1. Write b exp(2ik_F D) = |b| exp(iΦ) and c = cosθ. Then

E − E0 = E_F/(4π²D²) [2|b| sinΦ c + ½|b|² sin2Φ c²].

With sin2Φ = 2 sinΦ cosΦ the derivative is

dE/dc = E_F/(2π²D²) |b| sinΦ (1 + |b| cosΦ c).

For |b| < 1 the bracket is positive for every c between −1 and 1. The energy rises or falls steadily with c, and its minimum lies at parallel or antiparallel moments. Where sinΦ = 0, J1 and J2 vanish together. For real amplitudes and b > 0, the half-period part of J1 adds a cosΦ to the bracket and changes nothing essential: for two equal magnets |a| + |b| = (r↑² + r↓²)/2, which is below one, so the bracket stays positive.

This lock of phases extends to the higher round trips only for real amplitudes. With complex amplitudes, as when the minority electrons are totally reflected, a and b differ in phase, the higher round trips no longer vanish at the nodes of J1, and canting can occur already at order 1/D². In the example below with the minority potential raised to +9 eV, every second node of J1 at large D has a positive J2 falling as 1/D² and an energy minimum near 100°. For real amplitudes, canting can enter through the next order in 1/D. Take b real and positive for real k near k_F. The factor k(k_F² − k²) was −2ik_F²κ + 3k_Fκ² + …, which equals

−2ik_F²κ [1 + (3i/2)κ/k_F + …].

The reflection factor varies along the path as b(k_F + iκ)ⁿ ≈ bⁿ(1 + inκ b′/b), where b′ = db/dk. In the nth round trip κ has the weight κ exp(−2nκD), and its mean is

[2/(2nD)³]/[1/(2nD)²] = 1/(nD).

Both corrections are imaginary, so to this order they shift the phase of the nth harmonic, by

φ_n = 3/(2nk_F D) + b′/(bD).

If the small terms with a are set aside, J1 vanishes at 2k_F D = πj − φ₁ with j an integer. The phase of J2 there is, up to a multiple of 2π,

−2φ₁ + φ₂ = −[9/(4k_F) + b′/b]/D = ℓ/D,  ℓ = −9/(4k_F) − b′/b.

The term in 1/k_F comes from −3 + 3/4 = −9/4, and that in b′/b from −2 + 1 = −1. At the nodes of J1, therefore,

J2 ≈ E_F b²/(8π²D²) sin(ℓ/D).

For small ℓ/D this falls as 1/D³, one power faster than the amplitude of J2. With ℓ > 0, which requires that the spin contrast fall fast enough with energy, J2 is positive at the nodes. The omitted terms are of relative order a and have opposite signs at neighbouring nodes, because the first and third harmonics change sign from one node to the next while the second does not.

Near a node with J2 > 0, the condition dE/dc = J1 + 2J2 c = 0 has a solution with |c| < 1 if |J1| < 2J2. The width of this canted window is about 4J2 divided by the slope of J1 with thickness.

For numbers, take values in the rough regime of a cobalt/copper/cobalt (001) trilayer: E_F = 7.0 eV, the free-electron mass, atomic planes 0.18 nm apart, and a spacer of 17 planes, D = 3.06 nm. The magnets are equal, with a potential of −1.0 eV for spin up (majority) and +6.0 eV for spin down (minority) relative to the bottom of the spacer band. Then k_F = 13.555 nm⁻¹.

At a potential step, continuity of the wave and of its slope gives 1 + r = t and k(1 − r) = p t, where t is the transmitted amplitude and p the wave number in the magnet. Hence

r = (k − p)/(k + p),  p/k = √(1 − V/ε).

At ε = E_F, spin up has p/k = √(8/7) = 1.069 and r↑ = −0.0334. Spin down has p/k = √(1/7) = 0.378 and r↓ = 0.4514. The mean is 0.209 and the half-difference −0.242, so

a = 0.0437,  b = 0.0588,  |b|/4 = 0.0147.

The leading amplitude of J1 is 7.0 × 0.0588/(2π² × 3.06²) = 0.00223 eV/nm². One eV/nm² is 160.2 mJ/m², so this is 0.36 mJ/m². Multiplication by 0.0147 gives 0.0052 mJ/m² for J2.

The full κ integral was also evaluated, by Gauss–Legendre quadrature with 300 points. Since the full energy contains higher powers of cosθ, the couplings are then defined as

J1 = [E(0) − E(π)]/2,  J2 = [E(0) + E(π)]/2 − E(π/2).

Projecting D²J1 on the period π/k_F and D²J2 on the period π/(2k_F), over one fundamental period around 3.06 nm, gives amplitudes of 0.345 and 0.0051 mJ/m². Each is about 3 % below its leading value. Individual thicknesses agree less well, as the following values in mJ/m² show:

15 planes: J1 = −0.280, J2 = +0.0062, leading J2 = +0.0064
16 planes: J1 = +0.234, J2 = −0.0049, leading J2 = −0.0047
17 planes: J1 = +0.309, J2 = +0.0035, leading J2 = +0.0029
18 planes: J1 = −0.099, J2 = −0.0023, leading J2 = −0.0012
19 planes: J1 = −0.274, J2 = +0.0008, leading J2 = −0.0003

At 19 planes the leading formula gives the wrong sign. The phase shift accounts for most of this. For the step, differentiation of r at fixed V gives dr/dk = −2r/p, because p² = k² − 2mV/ħ² implies dp/dk = k/p. With Δ = (r↑ − r↓)/2 for both magnets, b′/b = 2Δ′/Δ = −0.746 nm. The shift of the second harmonic is φ₂ = (3/(4 × 13.555) − 0.746)/D = −0.69 nm/D, or −0.20 rad at 3.42 nm. There 4k_F D lies 0.073 rad above an odd multiple of π, so the shift carries the phase across the zero and turns J2 positive. The shifted formula gives about +0.0005 mJ/m². The remaining difference is within the size of the third round trip, 16a/9 = 0.078 of an amplitude of 0.0042 mJ/m² at this thickness.

The periods for continuous thickness are π/k_F = 0.232 nm and half of that, 0.116 nm. Real spacers have whole numbers of planes, and thicknesses 0.18 nm apart cannot display such short periods directly. From one plane to the next the phase of J1 advances by 2 × 13.555 × 0.18 = 4.880 rad, which is equivalent to 4.880 − 2π = −1.403 rad. The visible period is 2π × 0.18/1.403 = 0.81 nm. The phase of J2 advances by twice as much, −2.807 rad, and its visible period is 0.40 nm. The ratio of one half survives because the reduced advance of J1 is smaller than π/2 in magnitude. If it were larger, doubling would carry it beyond π, the phase would be reduced again, and the visible period of J2 would no longer be half that of J1.

For this trilayer ℓ = −9/(4 × 13.555) + 0.746 = 0.580 nm, so weak 90° coupling is expected at the nodes of J1. A root search on the full energy finds a node at 3.020 nm with J2 = 0.0010 mJ/m². The formula gives 0.0054 × sin(0.580/3.020) = 0.0010 mJ/m², where 0.0054 is the leading amplitude at the node. The close agreement is partly accidental: at the next node, near 3.14 nm, the full J2 lies about 20 % below the formula, and at large D neighbouring nodes deviate from it by about −10 % and +13 %, two to three times a. On a grid of one degree the energy at the node is lowest at 88°. It need not be 90°, because J1 as defined can vanish while an odd part proportional to cos³θ − cosθ remains.

The condition |J1| < 2J2 holds over a thickness range of only 0.4 pm. This follows from the steep slope of J1, about 0.35 × 2 × 13.555 = 9.5 mJ/m² per nm, since 4 × 0.0010/9.5 is 0.0004 nm. The atomic planes are over 400 times farther apart. In this model and for these parameters, a spacer of whole planes would reach the canted state only by close coincidence.

Heat weakens the half-period coupling more than the fundamental one. At temperature T, integration by parts turns the occupation-weighted level count into an average of the zero-temperature energy over the chemical potential, with weight −f′, where f is the Fermi function. The phase of the nth harmonic changes with chemical potential at the rate τ = 2nD/(ħv_F), where v_F is the Fermi velocity and ħv_F = 2E_F/k_F = 1.033 eV nm. If the amplitude varies little over the thermal width, the harmonic is multiplied by

I = ∫ exp(iτx)/[4k_BT cosh²(x/2k_BT)] dx.

Moving the path up by 2πik_BT leaves the denominator unchanged and multiplies the integrand by exp(−2πk_BTτ). Between the two paths lies a double pole at x = iπk_BT, near which the weight is −k_BT/(x − iπk_BT)². Its residue is −iτk_BT exp(−πk_BTτ), so

I [1 − exp(−2πk_BTτ)] = 2πk_BTτ exp(−πk_BTτ),

I = X/sinh X,  X = πk_BTτ = 2πnk_BTD/(ħv_F).

At 300 K, k_BT = 0.02585 eV, and at 3.06 nm X = 0.48 for n = 1 and 0.96 for n = 2. The factors are 0.96 for the fundamental and 0.86 for the half period. For X ≫ 1 the factor is close to 2X exp(−X), and the half-period coupling then dies out twice as fast in the exponent.

Roughness does more damage. Suppose that a quarter of the area has one plane fewer, a quarter one plane more, and that the moments stay uniform. With plane spacing s, and with the small change of 1/D² neglected, the nth harmonic is multiplied by

½ + ½ cos(2nk_F s) = cos²(nk_F s).

This is 0.58 for n = 1 and 0.028 for n = 2. At 3.06 nm the neglected change of 1/D² raises the small second factor to about 0.030, and the change of the phase shift φ₂ with thickness raises it further to about 0.032. The third-round-trip part of J2 is multiplied only by cos²(3k_F s) = 0.26, so about 4 % of the root-mean-square J2 remains. The intrinsic J2 is almost erased while more than half of J1 survives. The strength of the effect depends on k_F s, so another spacer or another period could fare better.

Roughness also creates a biquadratic coupling of its own. Let terraces of length L make the bilinear coupling vary as J1 + δ cos(Qx), with Q = π/L. The magnets are taken to be much thicker than 1/Q, and magnetostatic and anisotropy energies are left out. Each moment can follow by turning through u exp(−Qy) cos(Qx) at depth y, in opposite senses in the two magnets. This form satisfies Laplace's equation and so minimizes the exchange energy for a given u. With exchange energy density A_ex|∇φ|² for the local angle φ of the moment, the cost per area in one magnet is

A_ex ∫₀^∞ Q²u² exp(−2Qy) dy = A_ex Q u²/2,

and A_ex Q u² in both. The local angle between the moments is θ + 2u cos(Qx), so cosθ changes by −2u cos(Qx) sinθ. The average of cos² is ½, and the gain is −δu sinθ. The sum is least at u = δ sinθ/(2A_ex Q), where it equals −δ² sin²θ/(4A_ex Q). Since −sin²θ = cos²θ − 1, the extrinsic coupling is

J2,ext = δ²/(4A_ex Q) = δ²L/(4πA_ex),

positive at every thickness where δ differs from zero. The calculated J1 at 17 and 18 planes differ by 0.408 mJ/m², and half of this is taken as the amplitude, δ = 0.204 mJ/m². Abrupt steps between the two values would form a square wave, whose fundamental is larger by 4/π and whose odd harmonics add a little more. They would raise the result by a factor of about 1.7. With L = 10 nm and A_ex = 10 pJ/m, J2,ext = 0.0033 mJ/m². The depth 1/Q is then 3.2 nm, so this value applies to magnets thicker than about 5 nm; the moments of thinner magnets turn more easily, which makes J2,ext larger. For this pair of thicknesses it is comparable with the intrinsic amplitude of 0.0051 mJ/m² before roughness has reduced the latter. The estimate depends strongly on the pair: at 16 and 17 planes J1 differs by only 0.075 mJ/m², and the same formula gives 0.0001 mJ/m².

The largest increase among the effects estimated here comes from the thickness of the magnets. With magnets 2 nm thick that end at perfectly reflecting outer faces, and with the chemical potential still held at E_F, the root-mean-square J1 over 16 thicknesses in one fundamental period around 3.06 nm rises from 0.25 to 0.42 mJ/m². That of J2 rises from 0.0036 to 0.034 mJ/m², more than ninefold. This factor belongs to the chosen magnet thickness. The phase of the wave returning from the outer face changes with that thickness, so other magnets can give a much larger or a smaller J2. Magnets with perfectly reflecting outer faces return all electrons of both spins, so the expansion in round trips loses its small parameter. These values come from the full determinant, and the second-round-trip formula does not apply to them.

In a real cobalt/copper/cobalt (001) trilayer the Fermi surface of copper is not a sphere. It gives two visible fundamental periods, roughly 6 and 2.6 atomic planes, where the sphere gives one of 4.5 planes. The spin splitting of 7 eV used here is several times the exchange splitting of cobalt, which is roughly 1 to 2 eV. It is chosen to give a clear spin contrast, with about 20 % of the minority electrons reflected at normal incidence. It does not represent the total reflection that occurs where cobalt lacks matching minority states. A step potential with the true splitting and the same majority potential would give a much smaller b. The stiffness of cobalt is roughly 10 to 30 pJ/m, so the terrace estimate lies at the upper end in that respect. Real films break the assumptions of perfect flatness and of semi-infinite magnets. For the example, the roughness assumed above reduces the half-period harmonic of the intrinsic J2 by a factor of about 30. A finite magnet thickness can change it strongly in either direction, with a ninefold rise for 2 nm magnets whose outer faces reflect perfectly. The value of 0.005 mJ/m² thus belongs to the ideal model, and a measured biquadratic coupling in such a trilayer cannot be assigned to the intrinsic mechanism on the strength of its size alone.
